\section*{How far photoemission underestimates depletion bending in heavily doped silicon}

\section*{Question}

An n-type silicon surface is doped at $N=10^{19}\,\mathrm{cm^{-3}}$, and its bands bend upward by $V_s=0.5$ V. The bending is measured from the shift of a core level in photoemission, with electrons whose escape depth is 2 nm. By how much does the measured shift fall short of the true surface bending, and how does the shortfall scale with doping, bending and escape depth?

\section*{Answer}

\subsection*{What the measurement averages}

Let $z$ be the depth below the surface and $V(z)\ge 0$ the upward bending there, in volts, measured from the flat bands of the bulk. Binding energies are counted from the Fermi level, so an atom at depth $z$ has its core level at a binding energy lower by $qV(z)$ than in the bulk. The flat-band position of the level is taken as known.

Suppose that the core atoms are uniformly distributed and that the signal decays exponentially with depth. A slice $dz$ then contributes the fraction $e^{-z/\lambda}dz/\lambda$ of the intensity, where $\lambda$ is the escape depth along the surface normal. If every slice emits the same line shape, displaced by its own $V(z)$, the centroid of the summed line is displaced by
\begin{equation}
V_{\rm app}=\int_0^\infty V(z)\,e^{-z/\lambda}\,\frac{dz}{\lambda}.
\label{mean}
\end{equation}
This holds for any common line shape with a finite centroid, because the centroid of a sum is the intensity-weighted mean of the centroids. The position of the peak maximum is a different quantity and is treated below.

A uniform overlayer attenuates all slices by the same factor at a given emission angle. That factor cancels on normalization, so a thin oxide leaves the average unchanged as long as it does not change the bending.

\subsection*{The bending profile}

In the depletion approximation the layer $0<z<W$ holds no electrons and has the charge density $qN$ of ionized donors; beyond $W$ the silicon is neutral. The electrostatic potential obeys $\phi''=-qN/\varepsilon$. Electron energies follow $-q\phi$, so the upward bending $V$ is minus the change of $\phi$, and
\begin{equation}
V''=\frac{qN}{\varepsilon},\qquad V(W)=V'(W)=0 .
\end{equation}
Integrating twice from the edge gives $V=(qN/2\varepsilon)(W-z)^2$. Setting $z=0$ fixes the width:
\begin{equation}
V_s=\frac{qNW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon V_s}{qN}},\qquad
V(z)=V_s\left(1-\frac zW\right)^2\ (z<W).
\label{profile}
\end{equation}
The surface field is $E_s=-V'(0)=2V_s/W$.

\subsection*{The average}

With $x=z/W$ and $a=\lambda/W$, define
\begin{equation}
I_n=\int_0^1(1-x)^n e^{-x/a}\,\frac{dx}{a}.
\end{equation}
The flat region beyond $W$ adds nothing to the integral of $V$, but its intensity is part of the normalization in (\ref{mean}). Hence $V_{\rm app}=V_sI_2$. Since $e^{-x/a}/a$ is the derivative of $-e^{-x/a}$, integration by parts gives
\begin{align}
I_1&=\left[-(1-x)e^{-x/a}\right]_0^1-\int_0^1e^{-x/a}dx
=1-a\left(1-e^{-1/a}\right),\\
I_2&=\left[-(1-x)^2e^{-x/a}\right]_0^1-2\int_0^1(1-x)e^{-x/a}dx
=1-2aI_1 .
\end{align}
Therefore
\begin{equation}
V_{\rm app}=V_s\left[1-2a+2a^2\left(1-e^{-1/a}\right)\right].
\label{main}
\end{equation}
The shortfall has a compact form. Because $2aV_s=\lambda E_s$,
\begin{equation}
V_s-V_{\rm app}=2aV_sI_1=\lambda E_sI_1 .
\label{short}
\end{equation}
The field at depth $z$ is $E_s(1-z/W)$, so $E_sI_1$ is the intensity-weighted mean field. The shortfall is the escape depth times that mean field.

\subsection*{The numbers}

With $\varepsilon=11.7\,\varepsilon_0$,
\begin{equation}
W=\sqrt{\frac{2(11.7)(8.854\times10^{-12})(0.5)}{(1.602\times10^{-19})(10^{25})}}\ \mathrm{m}=8.04\ \mathrm{nm},
\qquad a=\frac{2.00}{8.04}=0.2487 .
\end{equation}
The fraction of the signal from beyond $W$ is $e^{-1/a}=0.0179$. Then
\begin{equation}
\frac{V_{\rm app}}{V_s}=1-0.4974+0.1237\,(1-0.0179)=0.624 ,
\end{equation}
so the apparent bending is 0.312 V. The shortfall is $0.188$ V (188 mV), or 38\% of the true bending.

Two quicker estimates give the size of the effect, but both overstate it. Extending the surface field of 1.24 MV/cm unchanged over 2 nm gives $\lambda E_s=0.249$ V, which is too large because the field weakens with depth; the factor $I_1=0.756$ in (\ref{short}) repairs this. Reading the bending at the single depth $z=\lambda$ gives $V_s(1-a)^2=0.282$ V and a shortfall of 0.218 V. This is also too large. The mean depth of the exponential weight is $\lambda$, and $V(z)$ is convex, so the mean of $V$ cannot be smaller than $V$ at the mean depth.

\subsection*{How it scales}

The relative shortfall depends on one number,
\begin{equation}
a=\lambda\sqrt{\frac{qN}{2\varepsilon V_s}} .
\end{equation}

\emph{Escape depth well below the depletion width.} For $a\ll1$ the exponential in (\ref{main}) is negligible and
\begin{equation}
V_s-V_{\rm app}\simeq2aV_s-2a^2V_s
=\lambda\sqrt{\frac{2qNV_s}{\varepsilon}}-\frac{qN\lambda^2}{\varepsilon}.
\label{thin}
\end{equation}
To leading order the shortfall in volts grows as $\lambda N^{1/2}V_s^{1/2}$, while the relative shortfall falls as $V_s^{-1/2}$. At $10^{17}\,\mathrm{cm^{-3}}$, with $V_s$ and $\lambda$ held fixed, $W$ is ten times larger and $a=0.0249$. The shortfall is then $0.5\,(0.0497-0.0012)=0.024$ V. The error that matters at $10^{19}\,\mathrm{cm^{-3}}$ is thus minor at moderate doping.

\emph{Escape depth well above the depletion width.} For $a\gg1$, expand
\begin{equation}
2a^2\left(1-e^{-1/a}\right)=2a^2\left(\frac1a-\frac1{2a^2}+\frac1{6a^3}-\dots\right)=2a-1+\frac1{3a}-\dots
\end{equation}
The first two terms cancel against $1-2a$ in (\ref{main}), leaving $V_{\rm app}\simeq V_s/(3a)=V_sW/(3\lambda)$. This is the area $V_sW/3$ under the parabola divided by the sampled depth. Most of the signal now comes from flat bands. At fixed $V_s$ the reading approaches zero as $a$ grows, even if $V_s$ exceeds the line width.

\emph{Emission angle.} At an angle $\theta$ from the normal, straight paths shorten the escape depth along the normal to $\lambda\cos\theta$. At $60^\circ$ it is 1 nm, $a=0.1244$, and (\ref{thin}) gives a shortfall of $0.5\,(0.2487-0.0309)=0.109$ V. The reading rises from 0.312 V to 0.391 V. Bending that varies within the sampled depth thus makes the shift depend on angle. The converse does not follow from the centroid alone, because a chemically shifted surface component also gains weight at grazing emission.

\subsection*{Correcting a reading}

An experiment supplies $V_{\rm app}$, not $V_s$, and $W$ itself depends on $V_s$. The relation must therefore be inverted at fixed $N$ and $\lambda$. From $V=(qN/2\varepsilon)(W-z)^2$,
\begin{equation}
\frac{dV_{\rm app}}{dW}=\frac{qN}{\varepsilon}\int_0^W(W-z)e^{-z/\lambda}\frac{dz}{\lambda}=\frac{qNW}{\varepsilon}I_1,
\qquad \frac{dV_s}{dW}=\frac{qNW}{\varepsilon}.
\end{equation}
The moving upper limit contributes nothing because $V(W)=0$. The ratio is
\begin{equation}
\frac{dV_{\rm app}}{dV_s}=I_1>0 ,
\end{equation}
so each reading belongs to one true bending. Near $V_s=0.5$ V the slope is 0.756, and a small error in the reading is magnified by 1.32 in the corrected value. A reading of 0.40 V at the same doping and escape depth corresponds to a true bending of 0.615 V. Adding the 0.188 V found above would give 0.588 V, too little, because the shortfall grows with the bending.

\subsection*{What the depletion model leaves out}

\emph{The electron tail.} Electrons do not stop abruptly at $W$. If $n(V)$ is their density where the bending is $V$, Poisson's equation reads $V''=(q/\varepsilon)[N-n(V)]$. Multiplying by $V'$ and integrating from the bulk to the surface gives
\begin{equation}
E_s^2=\frac{2q}{\varepsilon}\left[NV_s-\int_0^{V_s}n(V)\,dV\right].
\end{equation}
The electrons lower the surface field, so the bending decays more slowly near the surface. At this doping and 300 K the bulk Fermi level lies $0.91\,kT$ below the conduction band edge, so Fermi--Dirac statistics are used, although Boltzmann statistics would change the shortfall by less than 1 mV. Solving the equation with them, for a density-of-states mass of $1.08\,m_e$, lowers the surface field from 1.24 to 1.21 MV/cm and the shortfall from 0.188 to 0.182 V. Treating the electrons quantum mechanically lowers their density by about 10\% near the depletion edge and raises it deeper in the barrier; a self-consistent effective-mass solution changes the shortfall by well under 1 mV.

\emph{Peak maximum instead of centroid.} The bending within the signal has an rms spread of 0.14 V and is skewed: a tail of deep atoms reaches down to zero bending. For a Gaussian line of standard deviation $\sigma$ (in volts), the maximum of the summed line lies at a value $E$ that satisfies
\begin{equation}
\left\langle(E-V)\,e^{-(E-V)^2/2\sigma^2}\right\rangle=0 ,
\end{equation}
where the brackets denote the intensity-weighted mean. Put $E=V_{\rm app}+\delta$ and $V=V_{\rm app}+u$, with $\langle u\rangle=0$. For a broad line, expand the exponential to first order:
\begin{equation}
\delta-\frac{\langle(\delta-u)^3\rangle}{2\sigma^2}\simeq0
\quad\Rightarrow\quad \delta\simeq-\frac{\langle u^3\rangle}{2\sigma^2}.
\end{equation}
The last step drops $\delta^3$ and $3\delta\langle u^2\rangle$, which are of higher order in $1/\sigma$. Here $\langle u^3\rangle=-1.74\times10^{-3}\,\mathrm{V^3}$, so the peak lies above the centroid, nearer to the true surface value. A full width at half maximum of 1.0 eV means $\sigma=0.425$ V and $\delta\simeq4.8$ mV; the numerical maximum, at 0.317 V, lies 4.9 mV above the centroid. For 0.6 eV the maximum is at 0.326 V, a displacement of 14 mV. Narrower lines resolve more of the asymmetry and should be fitted with the depth profile itself.

\emph{Atomic planes.} Along [001] the silicon planes are $d=0.136$ nm apart. If the top plane sits at $z=0$, it counts fully, whereas the trapezoidal approximation to the continuous integral counts it half. To first order in $d/\lambda$ the extra half plane raises the mean by $(d/2\lambda)(V_s-V_{\rm app})=0.034\times0.188$ V, or 6.4 mV; the explicit sum over planes gives 6.3 mV. If the origin of $z$ is placed half a spacing above the top plane, the sum becomes a midpoint rule and this first-order change vanishes.

\emph{Random donors.} The mean donor spacing, 4.6 nm, is more than half of $W$, so the layer is far from a smooth charge. Treat the surface and the depletion edge as equipotential planes, the second being a rough stand-in for the mobile electrons, and place the donors independently at random. The potential is linear in the donor charges, so its ensemble mean is that of the uniform density:
\begin{equation}
V_s\left(1-\frac zW\right)-\frac{qN}{2\varepsilon}\,z(W-z)=V_s\left(1-\frac zW\right)^2,
\end{equation}
where $qN/2\varepsilon=V_s/W^2$ was used. The centroid over a large area is therefore unchanged in this model. The local potential does fluctuate, by 53 mV rms at a depth of 2 nm. This broadens the line and, because atoms close to a donor see a lower bending, also skews it: in this model the peak moves a further 1 to 3 mV above the centroid for the line widths considered.

\emph{Photovoltage.} The light creates electron--hole pairs, and the field drives holes to the surface, which reduces the bending itself. If electrons return over the barrier by thermionic emission, balance requires $J=J_0(e^{qU/kT}-1)$, hence
\begin{equation}
U=\frac{kT}{q}\ln\left(1+\frac J{J_0}\right),
\end{equation}
where $U$ is the loss of bending and $J$ the collected pair current density. The surface barrier from Fermi level to conduction band is 0.524 eV, which with the free-electron Richardson constant gives $J_0=0.017\ \mathrm{A/cm^2}$. With thermionic return alone and this constant, $J=10^{-4}\ \mathrm{A/cm^2}$ gives 0.15 mV and $J=0.1\ \mathrm{A/cm^2}$ gives 49 mV. The Richardson constant of silicon's conduction valleys is about twice as large and would lower both values. Equation (\ref{main}) corrects for depth averaging, not for this loss.

Tunnelling through the thin barrier helps to restore equilibrium. For an electron at the bulk band edge the semiclassical exponent is
\begin{equation}
\frac2\hbar\int_0^W\sqrt{2mqV(z)}\,dz=\frac{W\sqrt{2mqV_s}}{\hbar},
\end{equation}
since $\int_0^W(1-z/W)dz=W/2$. On a (001) surface four of the six conduction valleys present the light transverse mass $m=0.19\,m_e$ to the barrier. For them the transmission is about $3\times10^{-6}$, against a Boltzmann factor $e^{-0.5/0.02585}\approx4\times10^{-9}$ for reaching the barrier top. Summed over energy and valleys, the semiclassical tunnelling flux is nearly $10^4$ times the thermionic one. Where surface states can accept these electrons, the thermionic estimate of $U$ is therefore far too high: the 49 mV would fall well below 1 mV.

\emph{Inversion and breakdown.} In the dark, and with the gap of undoped silicon, the equilibrium hole density at the surface is of order $10^{9}\,\mathrm{cm^{-3}}$. Gap narrowing by 0.1 eV would raise it to about $10^{11}\,\mathrm{cm^{-3}}$, still negligible beside the donors. Holes collected under illumination are not included in this estimate. The bending is 0.62 V short of the 1.12 V gap, so the valence edge at the surface stays below the bulk conduction edge and band-to-band tunnelling has no final states. For the same reason a carrier that starts at a band edge cannot gain enough energy in the layer to create a pair, although the field exceeds 1 MV/cm.

\subsection*{Beside a real surface}

The parameters resemble a heavily doped contact region whose surface Fermi level is held near midgap. The value of 2 nm is roughly the inelastic mean free path in silicon near 0.8 keV kinetic energy; the TPP-2M formula gives about 1.4 nm at 500 eV and about 3 nm at 1.4 keV. The escape depth is a main source of uncertainty: 1.6 nm gives a shortfall of 0.160 V and 2.4 nm gives 0.213 V. A real contact region may also break the assumption of a known, uniform active doping. At fixed $V_s$ the shortfall depends on $\lambda\sqrt N$, so the same two values apply to $\lambda=2$ nm with $N$ multiplied by $0.8^2=0.64$ or by $1.2^2=1.44$. A doping gradient within the first 8 nm changes the profile and needs its own integral (\ref{mean}). Surface atoms with a chemically shifted core level must be separated from the line first; their effect is not estimated here.

The electron tail and a top plane at $z=0$ each reduce the shortfall by about 6 mV, and reading the peak instead of the centroid reduces it by a further 5 to 14 mV for the widths considered. If these small changes are simply added, the shortfall lies between about 0.16 and 0.19 V for $\lambda=2$ nm. At this escape depth the measured shift therefore misses roughly a third of the 0.5 V bending; a shorter escape depth reduces the missing part.

\section*{Computed values}
\begin{verbatim}
Donor density: 1.0e+19 cm^-3
True surface bending: 0.500 V
Escape depth: 2.00 nm
Relative permittivity: 11.7
Temperature: 300 K; kT/q: 0.02585 V
Depletion width W: 8.041 nm
Ratio a = escape depth / W: 0.2487
exp(-1/a), intensity from beyond W: 0.0179
Apparent fraction V_app/V_s: 0.6241
Apparent bending V_app: 0.3120 V
Underestimate: 0.1880 V = 188 mV
Underestimate relative to V_s: 37.6 %
Surface field, depletion model: 1.244 MV/cm
Linear estimate of shortfall: 0.2487 V
Bending at one escape depth: 0.2822 V
Shortfall if read there: 0.2178 V
Slope dV_app/dV_s: 0.7557; reciprocal: 1.323
Reading 0.40 V -> true: 0.6146 V
Shortfall, escape 1.6 nm: 0.1596 V
Shortfall, escape 2.4 nm: 0.2125 V
Density-of-states mass: 1.08 m_e
Conduction-band density N_c: 2.816e+19 cm^-3
Bulk (E_F - E_c)/kT: -0.911
Surface field with electron tail: 1.209 MV/cm
Apparent bending with tail: 0.3183 V
Shortfall with tail: 0.1817 V
Change of shortfall by tail: -6.3 mV
Rms spread of bending in signal: 0.1405 V
Third cumulant of bending: -1.736e-03 V^3
Peak maximum, 0.6 eV FWHM: 0.3261 V
Peak maximum, 1.0 eV FWHM: 0.3170 V
Atomic plane spacing: 0.1358 nm
Apparent bending, plane sum: 0.3184 V
Change by plane sum: 6.3 mV
Mean donor spacing N^(-1/3): 4.64 nm
Donor rms potential at 2 nm: 53 mV
Surface E_c - E_F: 0.524 eV
Thermionic restoring current: 1.73e-02 A/cm^2
Photovoltage at 1e-04 A/cm^2: 0.15 mV
Photovoltage at 1e-01 A/cm^2: 49 mV
Tunnelling mass: 0.19 m_e; E00: 0.0394 eV
WKB transmission at band edge: 3.06e-06
Surface hole density: 2.4e+09 cm^-3
Gap: 1.12 eV; gap minus bending: 0.62 eV
\end{verbatim}
